# The Width of a High-Temperature Marcus Charge-Transfer Band

## What the peak position leaves open

The reorganisation energy $\lambda$ helps to set the barrier for electron transfer between two sites, such as two metal ions joined by a ligand. If the pair has an optical charge-transfer band, the band offers a way to measure $\lambda$, but the band's peak gives only the sum of $\lambda$ and the driving free energy. Without a second relation the two cannot be separated. A width of half an electronvolt might also suggest a very disordered sample, although thermal motion of the nuclei is enough to produce it.

The second relation is the full width at half maximum,

$$W=4\sqrt{\ln 2\;\lambda k_BT}.$$

It needs a temperature as well as $\lambda$. For $\lambda=1$ eV at 298.15 K it gives 0.534 eV.

## The model and its conventions

An electron can sit in one of two localised states: D, the initial state, or A, the state after transfer. The nuclear surroundings are harmonic modes with coordinates $q_j$ and force constants $k_j$. Transfer displaces the equilibrium positions by $d_j$ and leaves the force constants and masses unchanged:

$$V_D=\sum_j\tfrac12k_jq_j^2,\qquad V_A=\Delta G+\sum_j\tfrac12k_j(q_j-d_j)^2 .$$

Because the frequencies are equal, the vibrational contributions to the two free energies cancel. The difference between the potential minima is therefore the driving free energy $\Delta G$, taken as negative when A is the more stable state.

The reorganisation energy is the cost of holding the nuclei at the D geometry, $q_j=0$, while the electron is in A, measured from the minimum of A:

$$\lambda=V_A(0)-V_A(d)=\sum_j\tfrac12k_jd_j^2 .$$

Three further assumptions enter. The nuclei are classical and in thermal equilibrium in D. The electronic coupling is weak enough to leave the two potentials unchanged. Each electronic state is a single level.

## From nuclear motion to a band

Classical nuclei keep their positions and momenta during the optical transition. The kinetic energy cancels, and the photon energy equals the vertical gap $X=V_A-V_D$. Expanding the square in $V_A$ gives

$$X=\Delta G+\sum_j\tfrac12k_j\left(q_j^2-2q_jd_j+d_j^2\right)-\sum_j\tfrac12k_jq_j^2 .$$

The quadratic terms cancel because the force constants are equal:

$$X=\Delta G+\lambda-\sum_jk_jd_jq_j .$$

The gap is linear in the coordinates. In state D, each coordinate has the Boltzmann weight $\exp(-k_jq_j^2/2k_BT)$, a Gaussian with

$$\langle q_j\rangle=0,\qquad \langle q_j^2\rangle=\frac{k_BT}{k_j}.$$

The distribution of $X$ follows from its characteristic function. The modes are independent, so the average factorises, and a Gaussian variable of zero mean obeys $\langle e^{-iaq}\rangle=e^{-a^2\langle q^2\rangle/2}$. With $a=tk_jd_j$,

$$\langle e^{itX}\rangle=e^{it(\Delta G+\lambda)}\prod_j\exp\left(-\frac{t^2k_j^2d_j^2}{2}\frac{k_BT}{k_j}\right)=e^{it(\Delta G+\lambda)-t^2\sigma^2/2},$$

where

$$\sigma^2=k_BT\sum_jk_jd_j^2=2\lambda k_BT .$$

The factor 2 arises because $\lambda$ contains $\tfrac12k_jd_j^2$ and the variance contains $k_jd_j^2$. This is the characteristic function of a Gaussian. Writing $E_0=\Delta G+\lambda$, the normalised distribution of gaps is

$$L(E)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(E-E_0)^2}{4\lambda k_BT}\right].$$

This is the reduced band. It is what remains of an absorption spectrum after the energy dependence of the photon factor and of the transition dipole has been divided out.

## The half-height points

The maximum lies at $E_0$. At half height the exponential equals $1/2$, so

$$\frac{(E-E_0)^2}{4\lambda k_BT}=\ln2,\qquad E_\pm=E_0\pm2\sqrt{\ln2\;\lambda k_BT}.$$

Subtracting the two roots gives

$$W=E_+-E_-=4\sqrt{\ln2\;\lambda k_BT},\qquad \lambda=\frac{W^2}{16\ln2\;k_BT}.$$

The width is independent of $\Delta G$, which moves the band without changing its shape. Within the model, the width gives $\lambda$ and the peak then gives $\Delta G=E_0-\lambda$. Since $\lambda$ varies as $W^2$, a small relative error in $W$ becomes twice as large in $\lambda$.

The same $\lambda$ sets the thermal barrier. The free energy along the gap coordinate, relative to its minimum in D, is $F_D(X)=(X-E_0)^2/4\lambda$, because $L\propto e^{-F_D/k_BT}$. Thermal transfer at weak coupling takes place where the two potentials cross, at $X=0$. The barrier is therefore $(\Delta G+\lambda)^2/4\lambda$, or $\lambda/4$ for a symmetric pair.

## The reverse transition

Suppose that A lies well above D and emits light after its surroundings have relaxed. The coordinates now fluctuate about $d_j$, so we write $q_j=d_j+u_j$. Using $\sum_jk_jd_j^2=2\lambda$,

$$X=\Delta G+\lambda-2\lambda-\sum_jk_jd_ju_j=\Delta G-\lambda-\sum_jk_jd_ju_j .$$

The $u_j$ have the same variances as before, so the reduced emission band, with the photon factor and transition dipole of emission divided out, has the same width $W$. Its centre is $\Delta G-\lambda$, which must be positive for the band to be an emission band. The two centres are $2\lambda$ apart, which gives a second route to $\lambda$ when both bands can be seen.

## Evaluation at 1 eV

Take a symmetric pair, $\Delta G=0$, with $\lambda=1$ eV at $T=298.15$ K. The thermal energy is $k_BT=0.025693$ eV. Then

$$\sigma=\sqrt{2(1)(0.025693)}\ \text{eV}=0.2267\ \text{eV},$$

$$W=\sqrt{16(0.6931)(1)(0.025693)}\ \text{eV}=0.534\ \text{eV},$$

or about 4305 cm$^{-1}$. The width is some twenty times $k_BT$, because it depends on the geometric mean of the thermal energy and the much larger $\lambda$.

The half-height points lie at 0.733 and 1.267 eV. The corresponding wavelengths are 1691 and 979 nm, with the peak at 1240 nm. The band is symmetric in energy but not in wavelength, since wavelength is inversely proportional to energy. The width formula must therefore be applied on an energy axis.

In a warm bath at 333.15 K, with $\lambda$ held fixed, the width is 0.564 eV. This is 5.7% more than at 298.15 K, as the factor $\sqrt{T}$ requires.

## What "high temperature" means

For quantum nuclei, the band is a set of lines at the differences between the vibrational levels of A and D, weighted by thermal populations and squared overlaps. Let $H_D$ and $H_A=H_D+X$ be the nuclear Hamiltonians, and let $|n\rangle$ be a level of D with energy $\varepsilon_n$. Then

$$(H_A-\varepsilon_n)|n\rangle=X|n\rangle .$$

The first two moments of the line spectrum are consequently $\langle X\rangle$ and $\langle X^2\rangle$, as in the classical case. The difference lies in the size of the fluctuations. A quantum oscillator has mean energy $\tfrac12\hbar\omega_j\coth(\hbar\omega_j/2k_BT)$, half of it potential, so that

$$\tfrac12k_j\langle q_j^2\rangle=\tfrac14\hbar\omega_j\coth\frac{\hbar\omega_j}{2k_BT}.$$

With $\lambda_j=\tfrac12k_jd_j^2$, the variance becomes

$$\sigma^2=\sum_jk_j^2d_j^2\langle q_j^2\rangle=\sum_j\lambda_j\hbar\omega_j\coth\frac{\hbar\omega_j}{2k_BT}.$$

For a slow mode, put $y=\hbar\omega/2k_BT$ and use $y\coth y\simeq1+y^2/3$:

$$\sigma^2\simeq2\lambda k_BT\left[1+\frac{1}{12}\left(\frac{\hbar\omega}{k_BT}\right)^2\right].$$

Taking the square root halves the correction. If the departure from a Gaussian shape is neglected, the width therefore grows by the leading fraction $(\hbar\omega/k_BT)^2/24$. The neglected shape correction is of the same order in $\hbar\omega$ and reduces this fraction by about $2.3\,k_BT/\lambda$ of itself. It is small only when $\lambda\gg k_BT$, and is about 6% in the example. In the opposite limit, $T\to0$, the variance tends to $\sum_j\lambda_j\hbar\omega_j$. Zero-point motion keeps the band broad, whereas the classical formula would send its width to zero.

A small quantum is needed for a second reason. The lines of a single mode are $\hbar\omega$ apart, so they form a smooth band only if $\hbar\omega\ll\sigma$. The classical formula thus requires both $\hbar\omega\ll k_BT$ and $\hbar\omega\ll\sigma$.

To put numbers to this, the vibrational levels of a displaced oscillator were found by matrix diagonalisation, and the width was read from a smooth curve through the line strengths. The whole of $\lambda=1$ eV was placed in one mode at 298.15 K. Changes are relative to the classical width.

| Vibrational quantum | Width | Change |
|---|---|---|
| 0.01 eV | 0.537 eV | +0.6% |
| 0.02 eV | 0.546 eV | +2.3% |
| 0.05 eV | 0.606 eV | +13.5% |

For the slowest mode the leading fraction also gives 0.6%. The last mode has a quantum of about twice $k_BT$ and lies outside the high-temperature regime.

## From the reduced band to the measured spectrum

An absorption coefficient is proportional to $E|\mu|^2L(E)$, where $\mu$ is the transition dipole. If $\mu$ is constant, the spectrum is $E\,L(E)$.

In another common model, the localised states have no direct transition dipole and gain intensity by mixing through a constant coupling $H$. To first order, with the gap equal to $E$, the mixed states are

$$|D'\rangle=|D\rangle-\frac HE|A\rangle,\qquad |A'\rangle=|A\rangle+\frac HE|D\rangle .$$

Their transition dipole is $\mu=(H/E)(\mu_D-\mu_A)$, where $\mu_D$ and $\mu_A$ are the dipoles of the localised states. The spectrum is then proportional to $E\cdot E^{-2}L(E)=L(E)/E$.

Both cases have the form $E^sL(E)$, with $s=1$ or $s=-1$. Setting the derivative of the logarithm to zero gives the peak:

$$\frac sE-\frac{E-E_0}{\sigma^2}=0,\qquad E=\frac{E_0+\sqrt{E_0^2+4s\sigma^2}}{2}.$$

The upper root is the band maximum. For $s=-1$ this maximum exists only if $E_0>2\sigma$; the expression also rises as $E\to0$, but there the first-order mixing has failed.

For the example, a constant dipole moves the peak to 1.049 eV and gives a width of 0.521 eV, which is 2.3% below $W$. Borrowed intensity moves the peak to 0.946 eV and gives 0.551 eV, which is 3.2% above $W$. These widths were found by solving numerically for the half-height points. The sign of the correction depends on the source of the intensity, so the appropriate factor should be divided out before $\lambda$ is calculated.

## Stronger coupling

For a symmetric pair, the effect of a constant coupling $H$ can be followed beyond first order. At any fixed gap $X$, every configuration has $V_A=V_D+X$. The two free-energy curves are therefore

$$F_D=\frac{(X-\lambda)^2}{4\lambda},\qquad F_A=F_D+X=\frac{(X+\lambda)^2}{4\lambda}.$$

Diagonalising the two-state problem gives the optical gap $G=\sqrt{X^2+4H^2}$ and the lower curve

$$F_-=\frac{F_D+F_A}{2}-\frac G2=\frac{X^2+\lambda^2}{4\lambda}-\frac G2 .$$

Substituting $X^2=G^2-4H^2$ completes the square:

$$F_-=\frac{(G-\lambda)^2}{4\lambda}-\frac{H^2}{\lambda}.$$

The last term is constant. Changing variable from $X$ to $G$ brings in $|dX/dG|=G/\sqrt{G^2-4H^2}$, so the distribution of gaps is

$$P(G)\propto\frac{G}{\sqrt{G^2-4H^2}}\exp\left[-\frac{(G-\lambda)^2}{4\lambda k_BT}\right],\qquad G>2H .$$

The original Gaussian survives, multiplied by a factor close to one when $G\gg2H$. For $H=0.05$ eV the cut-off at 0.10 eV is far below the lower half-height point, and the width changes by only 0.1%. For $H=0.15$ eV the change is 1.0%. The prefactor diverges at the cut-off and fills in the low-energy side as $H$ grows. In the example the width is 8% too large at $2H=0.54$ eV. Near $2H\approx0.57$ eV, still well below the uncoupled half-height point at 0.733 eV, the band no longer falls to half height on its low-energy side, and the width formula loses its meaning.

## Site disorder and a metal electrode

Suppose that $\Delta G$ varies from site to site with a Gaussian distribution of standard deviation $s_d$, independent of the thermal motion. This requires that the electron has not settled preferentially on the lower site of each pair, as it can when transfer between the sites is fast. Variances of independent variables add, so

$$W_{\rm dis}=\sqrt{8\ln2\,(2\lambda k_BT+s_d^2)} .$$

For $s_d=0.05$ eV the example gives 0.547 eV, an increase of 2.4%. The width at a single temperature, taken alone, cannot distinguish this from a larger $\lambda$. If $\lambda$ and $s_d$ do not change with temperature, a plot of $W^2$ against $T$ can: its slope gives $\lambda$ and its intercept gives $s_d$, as long as the nuclei remain classical.

A metal electrode breaks the single-level assumption. Let the electron pass from D into empty metal levels at energies $\epsilon\ge0$ above the Fermi level, with constant density and constant transition strength. The reduced spectrum is then

$$A(E)\propto\int_0^\infty L(E-\epsilon)\,d\epsilon=\int_{-\infty}^{E}L(u)\,du .$$

This rises steadily to a plateau and has no width at half maximum. Its derivative is $L(E)$, so in this simple case the formula applies to the derivative of the spectrum. The sharp edge at $\epsilon=0$ neglects the thermal spread of the electron occupation in the metal, which would widen the derivative by about 2% in the example at 298.15 K.

## Comparison with a real system

The example corresponds roughly to a ligand-bridged pair of metal ions in water, with the same metal in two oxidation states. Such a pair can be prepared electrochemically and studied in the near infrared, preferably in heavy water, because ordinary water absorbs strongly in part of this range. A reorganisation energy near 1 eV is a rough typical value for this class, and the model describes pairs whose extra electron is localised.

The assumption of classical nuclei is broken by metal-ligand stretching vibrations, whose quanta are roughly 0.05 eV. As a rough division, put 0.8 eV of $\lambda$ into a solvent mode of 0.01 eV and 0.2 eV into a stretching mode of 0.05 eV. Combining the two computed line spectra gives a width of 0.551 eV, 3.2% above the classical value. Faster solvent motions, left out here, would add to the variance. The stretching mode also spoils the plot of $W^2$ against $T$: with no disorder at all, a straight-line fit for this two-mode pair between 278 and 358 K gives an apparent $s_d$ of about 0.08 eV and an apparent $\lambda$ of about 0.94 eV. The assumption of equal force constants is also approximate, because the stiffness of the metal-ligand bonds depends on the oxidation state, and this too can change the width. With classical nuclei and the 0.2 eV shared between one stretch on each ion, a force-constant ratio of 1.6 between the two oxidation states widens the band by about 2%.

If that width were inserted in the classical formula, the result would be $\lambda=1.065$ eV instead of 1 eV. The inferred barrier $\lambda/4$ would be too high by $0.065/4=0.016$ eV. At 298.15 K this lowers the classical Boltzmann factor by a factor of $\exp(0.016/0.0257)\approx1.9$. The same quantum modes also raise the weak-coupling rate of the two-mode model by a factor of about 1.2 through nuclear tunnelling, so a classical rate built on the inferred $\lambda$ is too low by about 2.3 in all. An error of 3% in the width can thus matter when the spectrum is used to estimate a transfer rate.
